# Average Silicide Thickness on a Narrow Line with Side Supply

## Problem

A long silicon line of width $w=100$ nm lies flush with the isolation on both sides. A nickel film of thickness $t=10$ nm covers the line and the isolation. Nickel does not react with the isolation, but it can move along it to the silicon. During an anneal the line takes up all the nickel above it and all the nickel lying within $L=50$ nm of each edge. No nickel comes from farther away. The product is nickel monosilicide, NiSi, and the silicon is 100 nm deep.

What is the average silicide thickness, and how does it compare with that of a line that reacts with its own overlying nickel alone? Is there enough silicon?

The volumes needed, from rough unit-cell dimensions, are $v_{\rm Ni}=0.0109$ nm³ per atom in nickel, $v_{\rm Si}=0.0200$ nm³ per atom in silicon and $v_{\rm NiSi}=0.0241$ nm³ per formula unit of NiSi. "Average thickness" means the cross-sectional area of the silicide divided by $w$.

## A tempting solution

Each nickel atom makes one formula unit of NiSi. A nickel layer therefore turns into a silicide layer that is thicker by the factor

$$g=\frac{v_{\rm NiSi}}{v_{\rm Ni}}=\frac{0.0241}{0.0109}=2.21 .$$

The film is 10 nm thick everywhere, so the silicide is

$$h=g\,t=2.21\times 10\ \text{nm}=22.1\ \text{nm}$$

thick. The width of the line does not appear. Nickel from the sides might make the silicide reach its final thickness sooner, but it comes from a film of the same 10 nm, so it cannot change that thickness. The two lines end up alike.

## Where it fails

The factor $g$ is correct. It can be checked from rough mass densities, 8.9 g/cm³ for Ni and 5.9 g/cm³ for NiSi, with molar masses of 58.69 and 86.78 g/mol:

$$\frac{86.78/5.9}{58.69/8.9}=2.23 ,$$

which agrees with 2.21 to about 1 %, as well as such rough inputs allow.

The fault lies in what $g$ multiplies. It is a ratio of volumes: a volume $V$ of nickel makes a volume $gV$ of silicide. To turn this into a ratio of thicknesses, one divides both volumes by an area, and the factor survives unchanged if the two areas are equal. That holds when every nickel atom reacts with the silicon directly beneath it. Here it does not hold. The nickel was spread over a strip wider than the line, and the silicide is confined to the line. The same volume on a smaller area is a thicker layer.

The remark that the side nickel comes from "a film of the same 10 nm" confuses thickness with amount. What arrives at the line is a number of atoms, and these add to the atoms already there.

## The right solution

**Nickel balance.** Take a piece of line of length $\ell$, long enough that its ends do not matter. The nickel that reacts comes from the strip above the line, of width $w$, and from two side strips, each of width $L$. Its volume is

$$V_{\rm Ni}=t\,\ell\,(w+L+L)=t\,\ell\,(w+2L).$$

The factor 2 counts the two edges. Dividing by $\ell$ gives the collected cross-section,

$$\frac{V_{\rm Ni}}{\ell}=10\ \text{nm}\times(100+2\times 50)\ \text{nm}=2000\ \text{nm}^2,$$

whereas the nickel above the line has a cross-section of $10\times100=1000$ nm².

**Conversion to silicide.** The number of nickel atoms is $V_{\rm Ni}/v_{\rm Ni}$. Each one makes one formula unit, of volume $v_{\rm NiSi}$, so the silicide volume is

$$V_{\rm NiSi}=\frac{V_{\rm Ni}}{v_{\rm Ni}}\,v_{\rm NiSi}=g\,t\,\ell\,(w+2L).$$

**Average thickness.** The silicide sits on the area $w\ell$. Dividing by this area gives

$$h=\frac{V_{\rm NiSi}}{w\,\ell}=g\,t\,\frac{w+2L}{w}=g\,t\left(1+\frac{2L}{w}\right).\tag{1}$$

Without side supply, $L=0$ and the thickness is $h_0=g\,t$. The ratio is therefore

$$\frac{h}{h_0}=1+\frac{2L}{w}=1+\frac{2\times50}{100}=2 .$$

Complete uptake doubles the average thickness. The line behaves, on average, as if it carried 20 nm of nickel instead of 10 nm:

$$h_0=22.1\ \text{nm},\qquad h=44.3\ \text{nm}.$$

(The second value comes from the unrounded unit-cell volumes; the rounded volumes listed above would give 44.2 nm. The third digit is not significant: a nickel cell edge of 0.3524 nm instead of the 0.352 nm used here gives 44.1 nm, and other reported NiSi cell dimensions raise the value by about 0.3 nm.) The factor $g$ has cancelled from the ratio, so the doubling does not depend on the rough volumes. The cancellation does require that both lines end as the same phase.

**Silicon demand.** NiSi holds one silicon atom per nickel atom. By the same argument, the average depth of silicon consumed is

$$s=\frac{v_{\rm Si}}{v_{\rm Ni}}\,t\left(1+\frac{2L}{w}\right).\tag{2}$$

The volume ratio is 1.84 from the unrounded volumes (1.83 from the rounded ones, so the last digit of the depths below is uncertain), and the line without side supply uses 18.4 nm of silicon and the line with full uptake uses 36.7 nm. Both are below the available 100 nm. On average there is enough silicon; whether there is enough at each point of the line depends on where the nickel reacts, which is taken up below.

## Wide lines, narrow lines and neighbours

For $w\gg 2L$ the ratio in (1) tends to 1. A line 10 µm wide with the same $L$ has $1+100/10\,000=1.01$. The tempting solution is thus a good approximation to the average thickness of a wide line, where the side strips are a small part of the supply. Near the edges the silicide can still be much thicker, as the profile derived below shows.

For narrow lines the ratio grows as $2L/w$, and it cannot do so without limit because the silicon runs out. Setting $s$ in (2) equal to the depth of 100 nm gives

$$1+\frac{2L}{w}=\frac{100}{18.35}=5.45,\qquad w=\frac{100\ \text{nm}}{4.45}\approx 22\ \text{nm},$$

where one more digit of the 18.4 nm has been kept.

With $t$ and $L$ held fixed, a line narrower than this has too little silicon to turn all the collected nickel into NiSi. Equation (1) then no longer applies. This is a criterion on the average. If the nickel reacts mostly near the edges, the silicon there runs out at a larger width, about 25 nm for the profile with $\lambda=20$ nm derived below.

The sharp limit at $L=50$ nm has a simple realization. Let equal lines, 100 nm wide, be separated by spaces of 100 nm in a periodic array of many lines. By symmetry, no net nickel crosses the middle of a space, and this midplane is 50 nm from the nearest edges. Each line in the interior of the array then owns 50 nm of film on either side. The end lines of a finite array have no midplane on their outer side and can collect much more. For a general space $a$ between equal lines, $L=a/2$, and complete uptake gives

$$\frac{h}{h_0}=1+\frac{a}{w}=\frac{w+a}{w},$$

the period of the array divided by the line width. Closing the spaces from 100 to 50 nm at the same $w$ lowers the ratio from 2 to 1.5, because neighbouring lines then share less nickel.

For an isolated line there is no such midplane. One can still use (1) if $L$ is defined as the width of original film that contains the amount of nickel that has crossed one edge, provided that the unreacted nickel still present over the line is negligible compared with the nickel that has reacted. This $L$ is not a fixed length: if the nickel spreads by diffusion, $L$ keeps growing with the anneal time, roughly as its square root at long times.

## Does the silicide become twice as thick everywhere?

Equation (1) fixes the average and says nothing about the profile. One might object that side nickel reacts near the edges and leaves the middle of the line as it was. A simple model shows what this does to the profile and to the average.

Let $x$ be the distance from the centre of the line and $\tau$ the time. Let $u(x,\tau)$ be the unreacted nickel, expressed as an equivalent film thickness, so that $u(x,0)=t$. Nickel spreads sideways with an effective coefficient $D$, and over the line it reacts at a rate $k$ per unit time:

$$\frac{\partial u}{\partial\tau}=D\frac{\partial^2u}{\partial x^2}-k\,u\quad\left(|x|<\tfrac w2\right),\qquad \frac{\partial u}{\partial\tau}=D\frac{\partial^2u}{\partial x^2}\quad\left(\tfrac w2<|x|<\tfrac w2+L\right).$$

No nickel crosses the outer boundary, so $\partial u/\partial x=0$ there. The nickel that has reacted at $x$ after a long time is $p(x)=k\,U(x)$, where $U(x)=\int_0^\infty u\,d\tau$.

Integrate both equations over all time. The left side becomes $u(x,\infty)-u(x,0)=0-t$, since uptake is complete. Hence

$$-t=D\,U''-k\,U\ \text{ over the line},\qquad -t=D\,U''\ \text{ over the isolation}.$$

Integrating the second equation from the edge $x=w/2$ to the outer boundary gives

$$-tL=D\left[U'\!\left(\tfrac w2+L\right)-U'\!\left(\tfrac w2\right)\right]=-D\,U'\!\left(\tfrac w2\right),$$

so $D\,U'(w/2)=tL$. This says that all the nickel of the side strip passes the edge. The slope is positive because nickel flows inward, towards smaller $x$.

Over the line, the solution that is symmetric about $x=0$ is

$$U=\frac tk+A\cosh\frac x\lambda,\qquad \lambda=\sqrt{D/k}.$$

The length $\lambda$ measures how far nickel travels over the silicon before it reacts. The slope at the edge fixes $A$:

$$\frac{DA}{\lambda}\sinh\frac{w}{2\lambda}=tL\quad\Rightarrow\quad A=\frac{tL\lambda}{D\sinh(w/2\lambda)} .$$

Multiplying $U$ by $k$ and using $k/D=1/\lambda^2$, one finds

$$\frac{p(x)}{t}=1+\frac L\lambda\,\frac{\cosh(x/\lambda)}{\sinh(w/2\lambda)}.\tag{3}$$

If the silicide grows where the nickel reacts, this is also the local thickness divided by $h_0$. Its average over the line is

$$\frac2w\int_0^{w/2}\frac{p}{t}\,dx=1+\frac2w\,\frac L\lambda\,\frac{\lambda\sinh(w/2\lambda)}{\sinh(w/2\lambda)}=1+\frac{2L}{w}.$$

The length $\lambda$ has dropped out. It decides where the extra silicide lies, not how much there is.

If $\lambda\gg w$, then $\cosh(x/\lambda)\approx1$ and $\sinh(w/2\lambda)\approx w/2\lambda$, and (3) becomes $1+2L/w$ at every $x$: the layer is twice as thick everywhere. If $\lambda\ll w$, the edge value tends to $1+L/\lambda$ and the centre value tends to 1. The objection about the edges then describes the profile correctly, but the average is still doubled. The profile (3) itself requires the silicon at the edge to be deep enough for the local demand. With the 100 nm of the example, $1+L/\lambda$ must stay below 5.45, so $\lambda$ must be above about 11 nm. For smaller $\lambda$ the edge runs out of silicon and (3) fails. The average is still doubled if the surplus nickel moves inward and forms NiSi there, but not if it forms a nickel-richer phase at the edge.

For a case in between, take the round model values $D=100$ nm²/s and $\lambda=20$ nm, which correspond to $k=0.25$ s⁻¹. Both $L/\lambda$ and $w/2\lambda$ are then 2.5, and

$$\frac{p(w/2)}{t}=1+2.5\,\frac{\cosh2.5}{\sinh2.5}=3.53,\qquad \frac{p(0)}{t}=1+\frac{2.5}{\sinh2.5}=1.41 .$$

The silicide is about 78 nm thick at the edge and 31 nm at the centre, around the average of 44 nm. The silicon consumed at the edge is about 65 nm. The 100 nm of silicon therefore suffices at every point in this example. These local values depend strongly on the constant $k$, since the edge layer is about four times thicker than $\lambda$. If the rate is slowed to $k/(1+p/10\ \text{nm})$ as the silicide thickens, the edge and centre values become about 57 and 38 nm, while the average is unchanged. With silicon 50 nm deep, the average demand of 36.7 nm would still be met, but the edge demand would not, and the profile (3) would fail there.

The average was tested by following the two equations for $u$ in time, up to 600 s, and adding up the nickel that reacts. For $w=100$ nm and $L=50$ nm the average ratio came out as 2.000, both for $\lambda=20$ nm and for $\lambda=40$ nm. Reducing $L$ to 25 nm gave 1.500, and $w=60$ nm with $L=50$ nm gave 2.667, in agreement with $1+2L/w$.

## When uptake is not complete

Let a fraction $r$ of all the nickel in the collection zone, over the line and beside it, remain unreacted. The reacted cross-section is then $t(w+2L)(1-r)$, and the steps that led to (1) give

$$\frac{h}{h_0}=\left(1+\frac{2L}{w}\right)(1-r).\tag{4}$$

Here $h_0$ is still the thickness of a reference line whose own film has reacted fully.

In the model with $D=100$ nm²/s and $\lambda=20$ nm, 16 % of the nickel is unreacted after 30 s, and the ratio is $2\times0.84=1.68$. After 60 s, 3.7 % is left and the ratio is 1.93. After 120 s, 0.2 % is left and the ratio rounds to 2.00. These times belong to the chosen $D$ and $\lambda$. Equation (4) does not depend on them: an average thickness within 5 % of the doubled value requires $r$ below 5 %.

## When the phase is not the same

Nickel can also form the richer silicide Ni₂Si, with a volume of 0.0328 nm³ per formula unit. Two nickel atoms share one unit, so each nanometre of nickel makes

$$\frac{0.0328}{2\times0.0109}=1.50\ \text{nm}$$

of Ni₂Si. Suppose that the line with side supply has taken up all its nickel but is still Ni₂Si, while the reference line has become NiSi. The thickness is then $20\times1.50=30.0$ nm, and the ratio to the reference is $30.0/22.1=1.36$. The nickel content has doubled, but the thickness has not. A thickness ratio below 2 is therefore not by itself evidence of incomplete uptake; the phase has to be known as well.

## Comparison with real contacts

Nickel silicide is used for contacts to the gates, sources and drains of silicon transistors. Nickel films of roughly 10 nm and anneals of some tens of seconds are of the usual order, and the example is set in that regime. The values of $D$ and $\lambda$ are not material data, and a constant $k$ leaves out the slowing of growth when nickel has to cross a thickening silicide. The computed profile and times therefore illustrate the model and do not predict a given process.

Complete uptake is an assumption that a process can break on purpose. In a two-step process, a first anneal at low temperature forms a silicide, an etch then removes all the unreacted nickel, both on the isolation and over the line, and a second anneal completes the conversion to NiSi. Nickel removed by the etch counts towards $r$ in (4). If the etch came when 16 % was unreacted, and the rest ended as NiSi, the average thickness would be $1.68\times22.1\approx37$ nm instead of 44 nm. Limiting the first anneal therefore limits the extra thickness on narrow lines, provided that some of the side nickel is still unreacted when the etch begins.

The numerical output below lists the main values used here.

## Table of computed values

```
Line width w: 100 nm
Collection distance L per edge: 50 nm
Nickel film thickness t: 10 nm
Available silicon depth: 100 nm
Volume per Ni atom in Ni: 0.0109 nm^3
Volume per Si atom in Si: 0.0200 nm^3
Volume per NiSi unit: 0.0241 nm^3
Volume per Ni2Si unit: 0.0328 nm^3
NiSi made per nm of Ni, g: 2.21 nm
Same factor from mass densities: 2.23 nm
Si consumed per nm of Ni: 1.84 nm
Ni2Si made per nm of Ni: 1.50 nm
Ni cross-section above line: 1000 nm^2
Ni cross-section collected: 2000 nm^2
Equivalent Ni thickness on line: 20 nm
Supply ratio 1 + 2L/w: 2.00 (no unit)
NiSi thickness, no side supply: 22.1 nm
Average NiSi thickness, full uptake: 44.3 nm
Si consumed, no side supply: 18.4 nm
Average Si consumed, full uptake: 36.7 nm
Simulated average thickness ratio (no unit):
  w=100 nm, L=50 nm, lam=20 nm: 2.000
  w=100 nm, L=50 nm, lam=40 nm: 2.000
  w=100 nm, L=25 nm, lam=20 nm: 1.500
  w=60 nm, L=50 nm, lam=15 nm: 2.667
  w=100 nm, L=0 nm, lam=20 nm: 1.000
Model coefficient D: 100 nm^2/s
Model travel length lam: 20 nm
Model reaction rate k: 0.25 1/s
Local ratio at edge: 3.53 (no unit)
Local ratio at centre: 1.41 (no unit)
NiSi thickness at edge: 78.2 nm
NiSi thickness at centre: 31.3 nm
Si consumed at edge: 64.9 nm
Anneal time, unreacted Ni, average thickness ratio:
  30 s: 16.00 %, ratio 1.68
  60 s: 3.70 %, ratio 1.93
  120 s: 0.20 %, ratio 2.00
  240 s: 0.00 %, ratio 2.00
Thickness if line stays Ni2Si: 30.0 nm
Its ratio to NiSi reference: 1.36 (no unit)
```
